# Häser–Ahlrichs screening of two-electron integrals: derivations and error bounds, part 1

(Sections cited here and not found follow in the second part.)

**Definitions and conventions**

The basis consists of $n$ real, normalised Gaussian functions $\chi_\mu(\mathbf r)$, of dimension $\mathrm{m}^{-3/2}$. They are grouped into $n_{\rm sh}$ shells, labelled by capitals, and $\mu\in M$ means that $\chi_\mu$ belongs to shell $M$. With $\kappa=e^2/(4\pi\varepsilon_0)$, the Coulomb form of two real distributions (each in $\mathrm{m}^{-3}$) is

$$(\rho|\rho')=\kappa\iint\frac{\rho(\mathbf r)\,\rho'(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

an energy in joules. The two-electron integral is $(\mu\nu|\lambda\sigma)=(\chi_\mu\chi_\nu|\chi_\lambda\chi_\sigma)$. Because the functions are real and the kernel is symmetric, the integral is unchanged by $\mu\leftrightarrow\nu$, by $\lambda\leftrightarrow\sigma$ and by exchange of the two pairs.

In closed-shell Hartree–Fock theory the orbitals are $\psi_i=\sum_\mu C_{\mu i}\chi_\mu$, and $D_{\mu\nu}=\sum_{i\,\rm occ}C_{\mu i}C_{\nu i}$. This matrix is dimensionless, real and symmetric, and it is half the total density matrix $P=2D$. The Fock matrix is $F=h+G[D]$, with

$$G_{ab}[D]=\sum_{cd}D_{cd}\,\big[\,2(ab|cd)-(ac|bd)\,\big],\tag{1}$$

and the energy is $E=\sum_{ab}D_{ab}(2h_{ab}+G_{ab})+E_{\rm nuc}$. Below, $D$ may be any real symmetric matrix; idempotency is never used.

The Schwarz factors, in $\mathrm J^{1/2}$, and the density blocks are

$$Q_{\mu\nu}=(\mu\nu|\mu\nu)^{1/2},\qquad Q_{MN}=\max_{\mu\in M,\,\nu\in N}Q_{\mu\nu},\qquad D_{MN}=\max_{\mu\in M,\,\nu\in N}|D_{\mu\nu}|.$$

**The statement**

The estimate multiplies the Schwarz product by the largest of six density blocks, which enter with different weights. Define

$$d_{MNKL}=\max\big(4D_{MN},\,4D_{KL},\,D_{MK},\,D_{ML},\,D_{NK},\,D_{NL}\big).\tag{2}$$

Every single term that the shell quartet $(MN|KL)$ adds in a Fock build over unique quartets has magnitude at most $Q_{MN}Q_{KL}\,d_{MNKL}$. The Häser–Ahlrichs test skips the quartet when

$$Q_{MN}\,Q_{KL}\,d_{MNKL}<\tau,\tag{3}$$

where the threshold $\tau$ is an energy. The test bounds single terms, not their sum.

**First derivation: Gaussian kernel and permutation images**

*Positivity.* From $\int_0^\infty e^{-t^2r^2}dt=\sqrt\pi/(2r)$,

$$\frac1r=\frac2{\sqrt\pi}\int_0^\infty e^{-t^2r^2}\,dt .$$

Let $\mathbf m=(\mathbf r+\mathbf r')/2$ and $\mathbf u=(\mathbf r-\mathbf r')/2$, so that $\mathbf r-\mathbf s=(\mathbf m-\mathbf s)+\mathbf u$ and $\mathbf r'-\mathbf s=(\mathbf m-\mathbf s)-\mathbf u$. The cross terms cancel in the sum of squares:

$$|\mathbf r-\mathbf s|^2+|\mathbf r'-\mathbf s|^2=2|\mathbf s-\mathbf m|^2+\tfrac12|\mathbf r-\mathbf r'|^2 .$$

Multiplying by $-2t^2$, exponentiating and using $\int e^{-4t^2|\mathbf s-\mathbf m|^2}d^3s=(\pi/4t^2)^{3/2}$ gives

$$e^{-t^2|\mathbf r-\mathbf r'|^2}=\Big(\frac{4t^2}{\pi}\Big)^{3/2}\int e^{-2t^2|\mathbf r-\mathbf s|^2}\,e^{-2t^2|\mathbf r'-\mathbf s|^2}\,d^3s .$$

The integrand is a product of a function of $\mathbf r$ and the same function of $\mathbf r'$. With $f_t(\mathbf s)=\int\rho(\mathbf r)e^{-2t^2|\mathbf r-\mathbf s|^2}d^3r$, and $f'_t$ defined likewise from $\rho'$,

$$(\rho|\rho')=\kappa\,\frac2{\sqrt\pi}\int_0^\infty dt\,\Big(\frac{4t^2}{\pi}\Big)^{3/2}\int d^3s\,f_t(\mathbf s)\,f'_t(\mathbf s).\tag{4}$$

The order of integration may be changed because $(|\rho|\,|\,|\rho'|)$ is finite for bounded distributions with Gaussian decay. For $\rho'=\rho$ the integrand is a square times a positive weight, so $(\rho|\rho)\ge0$.

*Schwarz bound.* For every real $x$, bilinearity and symmetry give

$$0\le(\rho+x\rho'|\rho+x\rho')=(\rho|\rho)+2x(\rho|\rho')+x^2(\rho'|\rho').$$

If $(\rho'|\rho')>0$, the choice $x=-(\rho|\rho')/(\rho'|\rho')$ yields $(\rho|\rho')^2\le(\rho|\rho)(\rho'|\rho')$. If $(\rho'|\rho')=0$, a linear function of $x$ can be non-negative everywhere only with zero slope, so $(\rho|\rho')=0$ and the inequality still holds. With $\rho=\chi_\mu\chi_\nu$ and $\rho'=\chi_\lambda\chi_\sigma$,

$$|(\mu\nu|\lambda\sigma)|\le Q_{\mu\nu}Q_{\lambda\sigma}\le Q_{MN}Q_{KL}.\tag{5}$$

*Unique quartets.* The three symmetries generate a group of eight index permutations $g$. Every ordered shell quartet is the image of exactly one representative $q=(MN|KL)$ with $M\ge N$, $K\ge L$ and pair $(M,N)$ not earlier than pair $(K,L)$, since the two swaps order each pair and the exchange orders the pairs. Running $g$ over all eight elements visits each distinct image of $q$ as many times as there are elements that leave $q$ fixed. These are counted as follows. Among the four elements without pair exchange, the first swap fixes $q$ only if $M=N$ and the second only if $K=L$, which gives $2^{\delta_{MN}+\delta_{KL}}$ elements. An element with pair exchange can fix $q$ only if the unordered pairs agree, which for ordered pairs means $(M,N)=(K,L)$. In that case the plain exchange fixes $q$, and multiplying by it matches the fixing elements with exchange one to one with those without, so the count doubles. The inverse count is

$$w=2^{-(\delta_{MN}+\delta_{KL}+\delta_{MN,KL})}\le1 .$$

Each $g$ maps the function quartets of block $q$ one to one onto those of block $gq$. For any quantity $T$ attached to ordered function quartets,

$$\sum_{pqrs}T(pqrs)=\sum_{(MN|KL)\ \rm unique}w\sum_{\mu\nu\lambda\sigma}\ \sum_{g}T\big(g(\mu\nu\lambda\sigma)\big),\tag{6}$$

with $\mu\in M$, $\nu\in N$, $\lambda\in K$, $\sigma\in L$. Applied to shells with $T=1$, it says $\sum 8w=n_{\rm sh}^4$.

*Six destinations.* In (1) the ordered integral $(pq|rs)$ appears twice. As $(ab|cd)$ it adds $2D_{rs}(pq|rs)$ to $G_{pq}$. As $(ac|bd)$, with $a=p$, $c=q$, $b=r$, $d=s$, it adds $-D_{qs}(pq|rs)$ to $G_{pr}$. All eight images share the value $I=(\mu\nu|\lambda\sigma)$, and their coefficients of $wI$ are:

| image | Coulomb | exchange |
|---|---|---|
| $\mu\nu,\lambda\sigma$ | $G_{\mu\nu}:2D_{\lambda\sigma}$ | $G_{\mu\lambda}:-D_{\nu\sigma}$ |
| $\nu\mu,\lambda\sigma$ | $G_{\nu\mu}:2D_{\lambda\sigma}$ | $G_{\nu\lambda}:-D_{\mu\sigma}$ |
| $\mu\nu,\sigma\lambda$ | $G_{\mu\nu}:2D_{\sigma\lambda}$ | $G_{\mu\sigma}:-D_{\nu\lambda}$ |
| $\nu\mu,\sigma\lambda$ | $G_{\nu\mu}:2D_{\sigma\lambda}$ | $G_{\nu\sigma}:-D_{\mu\lambda}$ |
| $\lambda\sigma,\mu\nu$ | $G_{\lambda\sigma}:2D_{\mu\nu}$ | $G_{\lambda\mu}:-D_{\sigma\nu}$ |
| $\lambda\sigma,\nu\mu$ | $G_{\lambda\sigma}:2D_{\nu\mu}$ | $G_{\lambda\nu}:-D_{\sigma\mu}$ |
| $\sigma\lambda,\mu\nu$ | $G_{\sigma\lambda}:2D_{\mu\nu}$ | $G_{\sigma\mu}:-D_{\lambda\nu}$ |
| $\sigma\lambda,\nu\mu$ | $G_{\sigma\lambda}:2D_{\nu\mu}$ | $G_{\sigma\nu}:-D_{\lambda\mu}$ |

The symmetry of $D$ is now used. Rows 1 and 3 give $G_{\mu\nu}$ the coefficient $2D_{\lambda\sigma}+2D_{\sigma\lambda}=4D_{\lambda\sigma}$, and rows 2 and 4 give $G_{\nu\mu}$ the same. Rows 5 and 6 give $4D_{\mu\nu}$ to $G_{\lambda\sigma}$, and rows 7 and 8 give it to $G_{\sigma\lambda}$. The exchange entries of rows 5, 6, 7 and 8 are the transposes of those of rows 1, 2, 3 and 4. Every entry thus has a transposed partner of equal value, so $G=A+A^{\rm T}$, where $A$ starts at zero and receives six updates per integral:

$$\begin{aligned}
A_{\mu\nu}&\mathrel{+}=4wD_{\lambda\sigma}I, & A_{\lambda\sigma}&\mathrel{+}=4wD_{\mu\nu}I,\\
A_{\mu\lambda}&\mathrel{-}=wD_{\nu\sigma}I, & A_{\mu\sigma}&\mathrel{-}=wD_{\nu\lambda}I,\\
A_{\nu\lambda}&\mathrel{-}=wD_{\mu\sigma}I, & A_{\nu\sigma}&\mathrel{-}=wD_{\mu\lambda}I.
\end{aligned}\tag{7}$$

There are six blocks because two indices can be chosen from four in six ways; the chosen pair labels the destination and the remaining pair labels the density element. The 4 is the Coulomb factor 2 of (1) times the two orders $\lambda\sigma$ and $\sigma\lambda$.

*The test.* In (7), $w\le1$, $|I|\le Q_{MN}Q_{KL}$ by (5), and the density factors are bounded in turn by $4D_{KL}$, $4D_{MN}$, $D_{NL}$, $D_{NK}$, $D_{ML}$ and $D_{MK}$, each at most $d_{MNKL}$. Every update is therefore at most $Q_{MN}Q_{KL}d_{MNKL}$, and below $\tau$ when (3) holds.

**Second derivation: field energy and the gradient of the two-electron energy**

*Schwarz bound from electrostatics.* The charge density $e\rho$ has the potential $\phi(\mathbf r)=\frac{e}{4\pi\varepsilon_0}\int\rho(\mathbf r')|\mathbf r-\mathbf r'|^{-1}d^3r'$, which obeys Poisson's equation $\varepsilon_0\nabla^2\phi=-e\rho$. The sign of the electron's charge drops out, since only $e^2$ appears in the result. With $\phi'$ the potential of $e\rho'$,

$$(\rho|\rho')=\int e\rho\,\phi'\,d^3r=-\varepsilon_0\int\phi'\,\nabla^2\phi\,d^3r=\varepsilon_0\int\nabla\phi\cdot\nabla\phi'\,d^3r .$$

The last step uses $\phi'\nabla^2\phi=\nabla\cdot(\phi'\nabla\phi)-\nabla\phi'\cdot\nabla\phi$ and the divergence theorem on a sphere of radius $R$. There $\phi'$ falls at least as $1/R$, $\nabla\phi$ at least as $1/R^2$, and the area grows as $R^2$, so the surface term vanishes at least as $1/R$. With $\mathbf E=-\nabla\phi$ and $\mathbf E'=-\nabla\phi'$, the form is $\varepsilon_0\int\mathbf E\cdot\mathbf E'\,d^3r$, and $(\rho|\rho)=\varepsilon_0\int|\mathbf E|^2d^3r$ is twice the field energy of the distribution. If $\|\mathbf E\|^2=\int|\mathbf E|^2d^3r$ and $\|\mathbf E'\|^2$ are both non-zero, then

$$0\le\int\Big|\frac{\mathbf E}{\|\mathbf E\|}\mp\frac{\mathbf E'}{\|\mathbf E'\|}\Big|^2d^3r=2\mp\frac{2\int\mathbf E\cdot\mathbf E'\,d^3r}{\|\mathbf E\|\,\|\mathbf E'\|},$$

so $|\int\mathbf E\cdot\mathbf E'\,d^3r|\le\|\mathbf E\|\|\mathbf E'\|$; if either norm is zero both sides vanish. Multiplying by $\varepsilon_0$ gives (5). Equality needs proportional fields everywhere, which means proportional distributions.

*The quadratic form.* Define $E_2[D]=\sum_{ab}D_{ab}G_{ab}[D]$. In the exchange part, renaming $b\leftrightarrow c$ brings the integral to the order $(ab|cd)$:

$$\sum D_{ab}D_{cd}(ac|bd)=\sum D_{ac}D_{bd}(ab|cd).$$

Renaming $c\leftrightarrow d$ on the right and using $(ab|dc)=(ab|cd)$ shows that this also equals $\sum D_{ad}D_{bc}(ab|cd)$. Taking the mean of the two forms,

$$E_2=\sum_{abcd}\Gamma_{abcd}\,(ab|cd),\qquad\Gamma_{abcd}=2D_{ab}D_{cd}-\tfrac12D_{ac}D_{bd}-\tfrac12D_{ad}D_{bc}.$$

For symmetric $D$, $\Gamma$ has the symmetry of the integral. The swap $a\leftrightarrow b$ keeps the first product and interchanges the other two, and so does $c\leftrightarrow d$. The pair exchange $(a,b)\leftrightarrow(c,d)$ sends $D_{ac}D_{bd}$ to $D_{ca}D_{db}$ and $D_{ad}D_{bc}$ to $D_{cb}D_{da}$, so each product is kept. All images therefore carry the same summand. A representative has $8w$ distinct images, by the count made above, and

$$E_2=\sum_{\rm unique}\sum_{\mu\nu\lambda\sigma}wI\,\big[16D_{\mu\nu}D_{\lambda\sigma}-4D_{\mu\lambda}D_{\nu\sigma}-4D_{\mu\sigma}D_{\nu\lambda}\big].\tag{8}$$

*The gradient.* For a symmetric variation $\delta D$, the first-order change is $\delta E_2=\sum\delta D_{ab}G_{ab}[D]+\sum D_{ab}G_{ab}[\delta D]$. The second sum is $\sum D_{ab}\,\delta D_{cd}[2(ab|cd)-(ac|bd)]$. Renaming $a\leftrightarrow c$, $b\leftrightarrow d$ turns it into $\sum D_{cd}\,\delta D_{ab}[2(cd|ab)-(ca|db)]$, and since $(cd|ab)=(ab|cd)$ and $(ca|db)=(ac|bd)$ it equals the first sum. Hence

$$\delta E_2=2\sum_{ab}G_{ab}\,\delta D_{ab}.\tag{9}$$

The product rule applied to (8) gives two terms from each of the three products:

$$\begin{aligned}\delta E_2=4\sum wI\big[&4D_{\lambda\sigma}\,\delta D_{\mu\nu}+4D_{\mu\nu}\,\delta D_{\lambda\sigma}-D_{\nu\sigma}\,\delta D_{\mu\lambda}\\&-D_{\mu\lambda}\,\delta D_{\nu\sigma}-D_{\nu\lambda}\,\delta D_{\mu\sigma}-D_{\mu\sigma}\,\delta D_{\nu\lambda}\big].\end{aligned}$$

Collecting coefficients as $\delta E_2=4\sum_{ab}A_{ab}\,\delta D_{ab}$ defines a matrix $A$ whose increments are exactly (7). Because $\delta D$ is symmetric, $4\sum A_{ab}\delta D_{ab}=2\sum(A+A^{\rm T})_{ab}\delta D_{ab}$. The matrix $G$ is symmetric: the Coulomb part because $(ba|cd)=(ab|cd)$, the exchange part because $\sum D_{cd}(bc|ad)=\sum D_{dc}(ad|bc)$, which is $\sum D_{cd}(ac|bd)$ after renaming $c\leftrightarrow d$. The difference $G-A-A^{\rm T}$ is thus symmetric and, by (9), has zero scalar product with every symmetric $\delta D$, itself included. It vanishes, $G=A+A^{\rm T}$, and bounding the six increments with (5) gives (2) and (3) again.

**What each derivation assumes**

Both need real functions and the count $w$. They differ in two places.

For the Schwarz bound, the first route needs only a kernel that is a non-negative mixture of Gaussians. It carries over to $\operatorname{erf}(\omega r)/r$ and $\operatorname{erfc}(\omega r)/r$, which are the same $t$ integral over $(0,\omega)$ and $(\omega,\infty)$, provided $Q$ is computed with that kernel. The second route uses Poisson's equation and decay at infinity and is tied to $1/r$, but it gives $Q^2$ a physical meaning and shows when equality holds. Neither applies to a kernel that is not positive semidefinite.

For the six blocks, the first route uses $D=D^{\rm T}$ only when merging rows of the table. For a non-symmetric matrix, as in response theory, the table still holds. The Coulomb coefficient is then $2(D_{\lambda\sigma}+D_{\sigma\lambda})$, the exchange rows no longer pair up, and each block maximum must cover both $D$ and $D^{\rm T}$. The second route uses symmetry throughout and needs $G$ to be the gradient of a quadratic form. In return it explains the structure: four indices can be paired in three ways, each pairing has two factors, and the weights stand as $16:4$. It also shows that deleting a fixed set of representatives from (8) leaves a quadratic form whose gradient is twice the screened $G$, as in (9). Since the skipped set itself depends on $D$, the screened energy can jump slightly when a quartet crosses the threshold.

Two derivations have shown that every single update from a skipped quartet is below $\tau$, with weight 4 on the two Coulomb blocks and 1 on the four exchange blocks. What remains is to show why these weights matter, to bound the accumulated error that the test does not control, and to examine its limits and a worked example.
